# Transparency density of undoped bulk GaAs at room temperature: test program

```python
"""
Transparency density of undoped bulk GaAs with parabolic bands.
Result under test: n_tr = Nc F(eta), where eta solves
    F(eta) / F(-eta) = (m_h / m_e)**1.5
F    : normalized Fermi integral of order 1/2 (tends to exp(eta) for eta << 0)
eta  : (electron quasi-Fermi level - conduction edge) / kT
Nc,Nv: effective densities of states; m_e, m_h: density-of-states masses
Densities are in cm^-3, energies in eV unless a name says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

M_E, M_H, T_ROOM = 0.067, 0.47, 300.0
GAP = 1.42                      # rough room-temperature gap
K_EV = const.k / const.e        # Boltzmann constant in eV/K


def fermi_half(eta, a=0.0):
    """Order-1/2 integral; a = nonparabolicity times kT."""
    top = np.sqrt(max(eta, 0.0) + 45.0)

    def integrand(t):
        x = t * t
        return x * np.sqrt(1 + a * x) * (1 + 2 * a * x) * expit(eta - x)
    return 4 / np.sqrt(np.pi) * quad(integrand, 0, top, epsabs=1e-13,
                                    epsrel=1e-10, limit=200)[0]


def fermi_minus_half(eta):
    top = np.sqrt(max(eta, 0.0) + 45.0)
    return 2 / np.sqrt(np.pi) * quad(lambda t: expit(eta - t * t), 0, top,
                                    epsabs=1e-13, epsrel=1e-10)[0]


def effective_dos(mass, temp):
    return 2e-6 * (mass * const.m_e * const.k * temp
                   / (2 * np.pi * const.hbar**2))**1.5


def transparency(m_e=M_E, m_h=M_H, temp=T_ROOM, offset=0.0, alpha=0.0,
                 acceptors=0.0):
    """Return eta and electron density for F_c - F_v = gap + offset."""
    nc, nv = effective_dos(m_e, temp), effective_dos(m_h, temp)
    kt = K_EV * temp

    def imbalance(eta):
        n = nc * fermi_half(eta, alpha * kt)
        p = nv * fermi_half(offset / kt - eta)
        return np.log((n + acceptors) / p)
    eta = brentq(imbalance, -8, 12, xtol=1e-11)
    return eta, nc * fermi_half(eta, alpha * kt)


# ---- Independent road: sums over k and the sign of f_c - f_v ----
def band_energy(k, mass, alpha=0.0):
    e = (const.hbar * k)**2 / (2 * mass * const.m_e * const.e)
    return e if alpha == 0 else (np.sqrt(1 + 4 * alpha * e) - 1) / (2 * alpha)


def density_from_k(mass, level, temp, alpha=0.0):
    """Two spins, spherical k-space; level is measured from the band edge."""
    k_top = np.sqrt(2 * mass * const.m_e * 3.0 * const.e) / const.hbar
    k = np.linspace(0, k_top, 4001)
    f = expit((level - band_energy(k, mass, alpha)) / (K_EV * temp))
    return np.sum(k**2 * f) * (k[1] - k[0]) / np.pi**2 * 1e-6


PAIR_K = np.linspace(0, 1.0e9, 20001)


def pair_inversion(n, gap, temp):
    """Photon energies, f_c - f_v and level separation for vertical pairs."""
    def level(mass):
        return brentq(lambda e: np.log(density_from_k(mass, e, temp) / n),
                      -0.4, 0.6, xtol=1e-13)
    level_c, level_v = gap + level(M_E), -level(M_H)
    upper = gap + band_energy(PAIR_K, M_E)
    lower = -band_energy(PAIR_K, M_H)
    kt = K_EV * temp
    diff = expit((level_c - upper) / kt) - expit((level_v - lower) / kt)
    return upper - lower, diff, level_c - level_v


def transparency_from_pairs(gap, temp):
    log_n = brentq(lambda y: np.max(pair_inversion(np.exp(y), gap, temp)[1]),
                   np.log(4e17), np.log(4e18), xtol=1e-9)
    return np.exp(log_n)


# ---- Main result ----
kt = K_EV * T_ROOM
nc, nv = effective_dos(M_E, T_ROOM), effective_dos(M_H, T_ROOM)
eta, n_tr = transparency()
assert round(n_tr / 1e18, 1) == 1.2

for value in (-3.0, -eta, 0.0, eta, 3.0):
    reference = float(mp.re(-mp.polylog(mp.mpf(3) / 2, -mp.exp(value))))
    assert abs(fermi_half(value) / reference - 1) < 1e-7

n_pairs = transparency_from_pairs(GAP, T_ROOM)
n_pairs_shifted = transparency_from_pairs(GAP - 0.02, T_ROOM)
n_pairs_hot = transparency_from_pairs(GAP, 350.0)
assert abs(n_pairs / n_tr - 1) < 1e-5
assert abs(n_pairs_shifted / n_tr - 1) < 1e-5
assert abs(n_pairs_hot / (n_tr * (350 / T_ROOM)**1.5) - 1) < 1e-5

# Above transparency the inverted pairs fill exactly gap < h nu < separation.
photon, diff, separation = pair_inversion(2e18, GAP, T_ROOM)
assert np.all(diff[photon < separation - 1e-6] > 0)
assert np.all(diff[photon > separation + 1e-6] < 0)
assert separation > GAP
assert np.all(pair_inversion(0.9 * n_tr, GAP, T_ROOM)[1] < 0)

# Monotonic ratio: only one root.
ratios = [fermi_half(x) / fermi_half(-x) for x in np.linspace(-4, 6, 41)]
assert np.all(np.diff(ratios) > 0)

# ---- Hand evaluation ----
eta_hand, step = 1.9, 0.5
t = step * np.arange(1, 9)
terms = t**2 / (1 + np.exp(t**2 - eta_hand))
f_hand = 4 / np.sqrt(np.pi) * step * terms.sum()
assert abs(f_hand / fermi_half(eta_hand) - 1) < 3e-4
j = np.arange(1, 5)
series = (-1.0)**(j + 1) * np.exp(-j * eta_hand) / j**1.5
assert abs(series.sum() / fermi_half(-eta_hand) - 1) < 1e-3
trial = np.array([1.8, 1.9, 2.0])
f_e = np.array([fermi_half(x) for x in trial])
f_h = np.array([fermi_half(-x) for x in trial])
log_ratio = np.log(nc * f_e / (nv * f_h))
assert log_ratio[0] < 0 < log_ratio[2]
eta_interp = np.interp(0.0, log_ratio, trial)
assert abs(eta_interp - eta) < 1e-3

# ---- Simpler statistics ----
n_boltz = np.sqrt(nc * nv)
eta_mixed = brentq(lambda x: np.log(nc * fermi_half(x) / nv) + x, -5, 8)
n_mixed = nc * fermi_half(eta_mixed)
assert n_boltz / n_tr > 1.3 and abs(n_mixed / n_tr - 1) < 0.05

# ---- Sensitivity to the photon energy at which transparency is asked ----
slope_c = fermi_minus_half(eta) / fermi_half(eta)
slope_v = fermi_minus_half(-eta) / fermi_half(-eta)
slope = slope_c * slope_v / (slope_c + slope_v)
d = 1e-4
slope_fd = np.log(transparency(offset=d)[1] / transparency(offset=-d)[1])
slope_fd *= kt / (2 * d)
assert abs(slope_fd / slope - 1) < 1e-4

# ---- Neglected effects, rough parameters ----
ALPHA, L_GAP, L_MASS = 0.6, 0.29, 0.56
M_H_HIGH, T_HOT, SHIFT, ACCEPTORS, SHRINK = 0.53, 350.0, 0.010, 1e16, 0.020
eta_np, n_np = transparency(alpha=ALPHA)
n_np_k = density_from_k(M_E, eta_np * kt, T_ROOM, ALPHA)
assert abs(n_np_k / n_np - 1) < 1e-5
n_l = effective_dos(L_MASS, T_ROOM) * fermi_half(eta - L_GAP / kt)
n_heavy = transparency(m_h=M_H_HIGH)[1]
n_hot = transparency(temp=T_HOT)[1]
n_up = transparency(offset=SHIFT)[1]
n_down = transparency(offset=-SHIFT)[1]
n_acc = transparency(acceptors=ACCEPTORS)[1]
hc_nm = const.h * const.c / const.e * 1e9


def percent(n):
    return 100 * (n / n_tr - 1)


print(f"Temperature {T_ROOM:.0f} K, kT = {1e3*kt:.2f} meV")
print(f"Masses (free-electron units): electron {M_E}, hole {M_H}")
print(f"Nc = {nc:.3e} cm^-3")
print(f"Nv = {nv:.3e} cm^-3")
print(f"Nv/Nc = {nv/nc:.2f}")
print(f"Hand quadrature, eta = {eta_hand}, step {step}:")
for ti, term in zip(t, terms):
    print(f"  t = {ti:.1f}  term = {term:.5f}")
print(f"  sum of terms = {terms.sum():.5f}, F(1.9) by hand = {f_hand:.4f}")
print("Hole series terms at eta = -1.9: "
      + ", ".join(f"{v:.5f}" for v in series))
print(f"  their sum F(-1.9) = {series.sum():.5f}")
print("Trial table: eta, F(eta), F(-eta), n (cm^-3), p (cm^-3), ln(n/p)")
for x, fe, fh, lr in zip(trial, f_e, f_h, log_ratio):
    print(f"  {x:.1f} {fe:.4f} {fh:.5f} {nc*fe:.3e} {nv*fh:.3e} {lr:+.4f}")
print(f"Interpolated eta = {eta_interp:.4f}")
print(f"Root eta = {eta:.4f}, eta*kT = {1e3*eta*kt:.1f} meV")
print(f"F(eta) = {fermi_half(eta):.4f}, F(-eta) = {fermi_half(-eta):.5f}")
print(f"Transparency density = {n_tr:.3e} cm^-3 = {n_tr*1e6:.3e} m^-3")
print(f"From k-space pair inversion = {n_pairs:.3e} cm^-3")
print(f"Same, gap lowered by 20 meV = {n_pairs_shifted:.3e} cm^-3")
print(f"Same, at 350 K = {n_pairs_hot:.3e} cm^-3")
print(f"Gain window at 2e18 cm^-3 = {1e3*(separation-GAP):.1f} meV")
print(f"Boltzmann in both bands: {n_boltz:.3e} cm^-3 ({percent(n_boltz):+.1f} %)")
print(f"Boltzmann holes only: {n_mixed:.3e} cm^-3 ({percent(n_mixed):+.1f} %)")
print(f"Log slopes: A_c = {slope_c:.3f}, A_v = {slope_v:.3f}")
print(f"d ln n / d(delta/kT) = {slope:.3f}; finite difference {slope_fd:.3f}")
print("Neglected effects (rough parameters), density and change:")
print(f"  nonparabolicity {ALPHA} /eV: {n_np:.3e} cm^-3 ({percent(n_np):+.1f} %)")
print(f"  L valley, {L_GAP} eV, mass {L_MASS}: {n_l:.2e} cm^-3"
      f" ({100*n_l/n_tr:.2f} % of n)")
print(f"  hole mass {M_H_HIGH}: {n_heavy:.3e} cm^-3 ({percent(n_heavy):+.1f} %)")
print(f"  {T_HOT:.0f} K: {n_hot:.3e} cm^-3 ({percent(n_hot):+.1f} %)")
print(f"  edge +{1e3*SHIFT:.0f} meV: {n_up:.3e} cm^-3 ({percent(n_up):+.1f} %)")
print(f"  edge -{1e3*SHIFT:.0f} meV: {n_down:.3e} cm^-3 ({percent(n_down):+.1f} %)")
print(f"  acceptors {ACCEPTORS:.0e} cm^-3: n = {n_acc:.3e} cm^-3"
      f" ({percent(n_acc):+.2f} %)")
print(f"Edge wavelength, gap {GAP} eV: {hc_nm/GAP:.0f} nm")
print(f"  with gap shrunk by {1e3*SHRINK:.0f} meV: {hc_nm/(GAP-SHRINK):.0f} nm")
print("PASS")
```

Printed output:

```
Temperature 300 K, kT = 25.85 meV
Masses (free-electron units): electron 0.067, hole 0.47
Nc = 4.352e+17 cm^-3
Nv = 8.086e+18 cm^-3
Nv/Nc = 18.58
Hand quadrature, eta = 1.9, step 0.5:
  t = 0.5  term = 0.20972
  t = 1.0  term = 0.71095
  t = 1.5  term = 0.93011
  t = 2.0  term = 0.43639
  t = 2.5  term = 0.07964
  t = 3.0  term = 0.00742
  t = 3.5  term = 0.00039
  t = 4.0  term = 0.00001
  sum of terms = 2.37463, F(1.9) by hand = 2.6795
Hole series terms at eta = -1.9: 0.14957, -0.00791, 0.00064, -0.00006
  their sum F(-1.9) = 0.14224
Trial table: eta, F(eta), F(-eta), n (cm^-3), p (cm^-3), ln(n/p)
  1.8 2.5393 0.15642 1.105e+18 1.265e+18 -0.1350
  1.9 2.6794 0.14225 1.166e+18 1.150e+18 +0.0137
  2.0 2.8237 0.12930 1.229e+18 1.045e+18 +0.1616
Interpolated eta = 1.8908
Root eta = 1.8908, eta*kT = 48.9 meV
F(eta) = 2.6663, F(-eta) = 0.14350
Transparency density = 1.160e+18 cm^-3 = 1.160e+24 m^-3
From k-space pair inversion = 1.160e+18 cm^-3
Same, gap lowered by 20 meV = 1.160e+18 cm^-3
Same, at 350 K = 1.462e+18 cm^-3
Gain window at 2e18 cm^-3 = 45.2 meV
Boltzmann in both bands: 1.876e+18 cm^-3 (+61.7 %)
Boltzmann holes only: 1.181e+18 cm^-3 (+1.8 %)
Log slopes: A_c = 0.532, A_v = 0.952
d ln n / d(delta/kT) = 0.341; finite difference 0.341
Neglected effects (rough parameters), density and change:
  nonparabolicity 0.6 /eV: 1.223e+18 cm^-3 (+5.4 %)
  L valley, 0.29 eV, mass 0.56: 9.36e+14 cm^-3 (0.08 % of n)
  hole mass 0.53: 1.237e+18 cm^-3 (+6.6 %)
  350 K: 1.462e+18 cm^-3 (+26.0 %)
  edge +10 meV: 1.321e+18 cm^-3 (+13.8 %)
  edge -10 meV: 1.014e+18 cm^-3 (-12.6 %)
  acceptors 1e+16 cm^-3: n = 1.157e+18 cm^-3 (-0.31 %)
Edge wavelength, gap 1.42 eV: 873 nm
  with gap shrunk by 20 meV: 886 nm
PASS
```
